# Choosing the radial step: Adams–Moulton integration of the Dirac equation

## A state whose energy shows no step-size error

Integrating the radial Dirac equation on a grid requires a choice of step and of integration order. For a point nucleus and the Adams–Moulton formulas used here, the 1s energy of a one-electron ion depends on neither choice, so it cannot be used to test them.

Use atomic units, a fixed point nucleus with $V=-Z/r$ and $Z<c$, and an energy $E$ without the rest energy. With the spinor written as $r^{-1}(P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})$, the radial equations for $y=(P,Q)^T$ are

$$\frac{dy}{dr}=\Big(M_1+\frac{M_0}{r}\Big)y,\quad M_0=\begin{pmatrix}-\kappa&Z/c\\-Z/c&\kappa\end{pmatrix},\quad M_1=\begin{pmatrix}0&B\\-\epsilon&0\end{pmatrix},$$

where $\epsilon=E/c$ and $B=2c+\epsilon$. Near the nucleus the solutions vary on the scale of $r$ itself, so the grid is taken uniform in $t=\ln r$. Since $d/dt=r\,d/dr$, and with a prime for $d/dt$,

$$y'=Ay,\quad A=M_0+rM_1=\begin{pmatrix}-\kappa&u\\-v&\kappa\end{pmatrix},\quad v=\frac{Er+Z}{c},\quad u=2cr+v.$$

Try $y=r^\gamma e^{-\lambda r}w$ with constant $w=(1,-\rho)^T$. Then $y'=(\gamma-\lambda r)y$, so we need $M_1w=-\lambda w$ and $M_0w=\gamma w$. The first gives $\rho=\lambda/B$ and $\epsilon=-\lambda\rho$, hence

$$\lambda^2=-\epsilon B=-2E-E^2/c^2 .$$

The second gives $\rho=-(\kappa+\gamma)c/Z$ and $\rho=(Z/c)/(\gamma-\kappa)$. These agree if $\gamma^2=\kappa^2-Z^2/c^2$. Regularity selects $\gamma>0$; decay and $B>0$ require $\rho>0$, hence $\kappa<0$. For 1s, $\kappa=-1$ and $\rho^2=(1-\gamma)/(1+\gamma)$. Also $\rho^2=-\epsilon/B=-E/(2c^2+E)$, so $E=-2c^2\rho^2/(1+\rho^2)=-c^2(1-\gamma)$.

Now apply the trapezoidal rule with step $h$ in $t$:

$$y_{n+1}-\tfrac h2A_{n+1}y_{n+1}=y_n+\tfrac h2A_ny_n.$$

At this energy $A_nw=\alpha_nw$, with $\alpha_n=\gamma-\lambda r_n$. If $y_n=g_nw$, the solution is $y_{n+1}=g_{n+1}w$, where

$$g_{n+1}=g_n\frac{1+h\alpha_n/2}{1-h\alpha_{n+1}/2}.$$

The amplitude $g_n$ has a discretization error, but $Q/P=-\rho$ does not. Integrations from both ends therefore match at the true $E$, provided no step is singular and the amplitudes do not vanish. The argument holds for any linear combination of stored derivatives, and for each state with $n=|\kappa|$, $\kappa<0$. Such a state cannot measure the order of the eigenvalue error.

## What the order setting means

An Adams–Moulton formula of order $p$ replaces the integral of $y'$ over one step by a weighted sum over $p$ grid points, including the new one:

$$y_{n+1}=y_n+h\sum_{j=0}^{p-1}b_j\,y'_{n+1-j}.$$

Expand $y'(t_n+sh)$ in powers of $sh$. The integral over $0<s<1$ turns $s^m$ into $1/(m+1)$; the sum turns it into $\sum_jb_j(1-j)^m$. Equating them for $m=0,\dots,p-1$ fixes the weights. The first unmatched power leaves the residual $C h^{p+1}y^{(p+1)}$, with

$$C=\frac1{p!}\Big[\frac1{p+1}-\sum_jb_j(1-j)^p\Big].$$

| $p$ | $b_0,b_1,\dots$ | $C$ |
|---|---|---|
| 2 | 1/2, 1/2 | −1/12 |
| 3 | 5/12, 2/3, −1/12 | −1/24 |
| 4 | 3/8, 19/24, −5/24, 1/24 | −19/720 |
| 5 | 251/720, 323/360, −11/30, 53/360, −19/720 | −3/160 |

For inward integration the step is $-h$.

## Solving the implicit step

The new derivative contains the unknown $y_{n+1}$. Put $a=hb_0$ (negative when going inward) and collect the known terms in $s=(s_P,s_Q)^T$:

$$(I-aA)y_{n+1}=s,\qquad s=y_n+h\sum_{j\ge1}b_jy'_{n+1-j}.$$

Here $A$ is taken at the new point. Multiplying out,

$$A^2=\begin{pmatrix}\kappa^2-uv&-\kappa u+u\kappa\\ v\kappa-\kappa v&-uv+\kappa^2\end{pmatrix}=\mu^2I,\qquad \mu^2=\kappa^2-uv.$$

Thus $(I+aA)(I-aA)=(1-a^2\mu^2)I$, and

$$P_{n+1}=\frac{(1-a\kappa)s_P+au\,s_Q}{1-a^2\mu^2},\qquad Q_{n+1}=\frac{(1+a\kappa)s_Q-av\,s_P}{1-a^2\mu^2}.$$

No iteration is needed. Iterating $y\leftarrow s+aAy$ would multiply the error by $aA$ each time. Since $(aA)^2=a^2\mu^2I$, it converges for a general start only if $|a\mu|<1$.

If $A$ were constant in $t$, the solutions would vary as $e^{\pm\mu t}$, so $\mu$ is a rough guide to the local growth or decay where $A$ changes slowly. Where $\mu$ is imaginary the denominator exceeds one. Where it is real and positive, the step is singular at $|a|\mu=1$. At large $r$, $uv\to r^2(2E+E^2/c^2)=-\lambda^2r^2$, so $\mu\to\lambda r$. On a long grid $\mu$ is therefore largest at the outer end, and keeping $hb_0\mu$ well below one there keeps every step away from the singularity.

## Starting values

A formula of order $p$ needs $p-1$ starting points. Outward, insert $y=\sum_ia_ir^{\gamma+i}$ and compare powers: $(\gamma+i-M_0)a_i=M_1a_{i-1}$. Because $M_0^2=\gamma^2I$, multiplication by $\gamma+i+M_0$ gives

$$a_i=\frac{(\gamma+i+M_0)M_1a_{i-1}}{i(2\gamma+i)}.$$

The first vector satisfies $M_0a_0=\gamma a_0$. It is $(\kappa-\gamma,\,Z/c)^T$ for $\kappa<0$ and $(Z/c,\,\gamma+\kappa)^T$ for $\kappa>0$; these forms avoid subtracting nearly equal numbers.

Inward, insert $y=e^{-\lambda r}\sum_i\tilde a_ir^{\sigma-i}$:

$$(M_1+\lambda)\tilde a_i=(\sigma-i+1-M_0)\tilde a_{i-1},\qquad (M_1+\lambda)\tilde a_0=0.$$

The matrix $M_1+\lambda$ is singular. It annihilates $\tilde a_0=(B,-\lambda)^T$ from the right and $\ell=(\lambda,-B)$ from the left, by $\lambda^2=-\epsilon B$. Multiplying the $i=1$ equation by $\ell$ gives $\sigma=\ell M_0\tilde a_0/\ell\tilde a_0$. Here $\ell\tilde a_0=2\lambda B$, and

$$\ell M_0\tilde a_0=\lambda\Big(-\kappa B-\frac{Z\lambda}{c}\Big)+B\Big(\frac{ZB}{c}+\kappa\lambda\Big)=\frac Zc(B^2-\lambda^2).$$

Since $B^2-\lambda^2=B(B+\epsilon)=2B(c+E/c)$,

$$\sigma=\frac{Z}{\lambda}\Big(1+\frac E{c^2}\Big).$$

For $i\ge1$, let $q_i$ be the first component of the right-hand side. Then $d_i=(q_i/\lambda,0)^T$ solves the equation for $\tilde a_i$, and any multiple of $\tilde a_0$ may be added. The next equation is solvable if $\ell(\sigma-i-M_0)\tilde a_i=0$. As $\ell(\sigma-M_0)\tilde a_0=0$, this fixes

$$\tilde a_i=d_i+\frac{\ell(\sigma-i-M_0)d_i}{i\,\ell\tilde a_0}\,\tilde a_0 .$$

In general this series does not terminate; it is then asymptotic and must be used at large $\lambda r$.

Each integration starts where the unwanted solution dies out in the direction of travel: $r^{-\gamma}$ going outward, $e^{\lambda r}$ going inward. The two meet at $r_m$, and $E_h$ is a root of $P_{\rm out}Q_{\rm in}-Q_{\rm out}P_{\rm in}=0$.

## The reference energy

Write the regular solution as $r^\gamma e^{-\lambda r}\sum_if_ir^i$. Then

$$(\gamma+i-M_0)f_i=(M_1+\lambda)f_{i-1}.$$

Multiplication by $\ell$ gives $\ell(\gamma+i-M_0)f_i=0$. For large $i$, $f_i$ thus approaches the direction with $\ell f_i=0$, which is the eigenvector of $M_1+\lambda$ with eigenvalue $2\lambda$. Successive coefficients then have the ratio $2\lambda/i$, and the sum grows like $e^{2\lambda r}$. A bound state requires termination at some $i=n_r$.

The last vector obeys $(M_1+\lambda)f_{n_r}=0$, so it is proportional to $\tilde a_0$. The condition with $\ell$ then reads $\sigma=\gamma+n_r$; for $n_r=0$ it follows from $M_0f_0=\gamma f_0$. With $W=1+E/c^2$ we have $\lambda^2=c^2(1-W^2)$, so squaring $ZW=(\gamma+n_r)\lambda$ gives Sommerfeld's formula

$$E=c^2\left\{\left[1+\frac{(Z/c)^2}{(n_r+\gamma)^2}\right]^{-1/2}-1\right\},\qquad n_r=n-|\kappa|.$$

For $n_r=0$ the first section requires $\kappa<0$. For $n_r\ge1$ both signs occur. To see this, follow the descending series to $\tilde a_{n_r}$, where $\sigma-n_r=\gamma$. The vector $(\gamma-M_0)\tilde a_{n_r}$ lies along the eigenvector $z$ of $M_0$ with eigenvalue $-\gamma$ and is annihilated by $\ell$. It vanishes unless $\ell z=0$, which would make $z$ an eigenvector of $M_1$ with eigenvalue $\lambda$. In a basis whose first vector is $z$, both traceless matrices are then upper triangular, with diagonals $(-\gamma,\gamma)$ and $(\lambda,-\lambda)$, so $\mathrm{tr}(M_0M_1)=-2\gamma\lambda$. But direct multiplication gives $-(Z/c)(B+\epsilon)=-2\sigma\lambda$, so $\sigma=\gamma$, contrary to $n_r\ge1$. The series terminates.

## How the step changes the energy

Let $\eta=1$ for outward and $\eta=-1$ for inward integration. The true solution satisfies the formula up to $C(\eta h)^{p+1}y^{(p+1)}$; the numerical one has no residual. Subtract the two, divide by $\eta h$ and use $\sum_jb_j=1$. To leading order the numerical function follows

$$y'=Ay-C(\eta h)^py^{(p+1)}.$$

At the shifted energy $E+\delta$, $A$ gains $\delta(r/c)J$ with $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. Let $y_0=(P,Q)^T$ be the true bound state and $\omega=y_0^TJy$. The matrix $JA=\begin{pmatrix}-v&\kappa\\\kappa&-u\end{pmatrix}$ is symmetric, so $A^TJ=-JA$ and the terms with $A$ cancel in $\omega'$. Using $J^2=-I$ and replacing $y$ by $y_0$ in the small terms,

$$\omega'=-\delta\frac rc(P^2+Q^2)-C(\eta h)^p\big(PQ^{(p+1)}-QP^{(p+1)}\big).$$

$\omega$ vanishes at both ends. At $r_m$ the two numerical vectors are parallel, so after scaling $\omega$ is continuous to first order. Integrating over $t$, with $r\,dt=dr$, gives

$$E_h-E=Kh^p+O(h^{p+1}),\qquad K=-\frac{cC}{N}\big[I_{\rm out}+(-1)^pI_{\rm in}\big],$$

where $N=\int(P^2+Q^2)\,dr$, and $I_{\rm out}$, $I_{\rm in}$ are the integrals of $PQ^{(p+1)}-QP^{(p+1)}$ over $t$ below and above the matching point. This assumes smooth solutions, accurate starting values and a fixed $r_m$. For constant $Q/P$ the integrand is zero, in agreement with the 1s case.

**Odd and even orders differ.** Define $G=\sum_{j=0}^p(-1)^jP^{(j)}Q^{(p-j)}$. In $G'$ neighbouring terms cancel, leaving $PQ^{(p+1)}+(-1)^pP^{(p+1)}Q$. For odd $p$ this is the integrand above. As $G$ vanishes at both ends, $I_{\rm out}=G(r_m)=-I_{\rm in}$, and $K=-2cC\,G(r_m)/N$. The leading error then comes from reversing direction at $r_m$ and depends on where that is. For even $p$ the two integrals add to one over the whole range, and $K$ does not depend on $r_m$.

## A degeneracy that survives a poor grid

Sommerfeld's formula gives 2s and 2p$_{1/2}$ the same energy. The discretization preserves this. Let $S=I-(\kappa/Z)M_1$, which commutes with $M_1$, and write $M_0(\kappa)=-\kappa\tau+(Z/c)J$ with $\tau=\mathrm{diag}(1,-1)$. Multiplication gives $M_1\tau+\tau M_1=0$ and $M_1J-JM_1=-(B-\epsilon)\tau=-2c\tau$. Therefore

$$SM_0(\kappa)-M_0(-\kappa)S=-2\kappa\tau-\frac\kappa Z(-2Z\tau)=0.$$

If $y$ satisfies the discrete equations for $\kappa$, then $Sy$ satisfies them for $-\kappa$ at the same energy. The starting solutions are also mapped, up to a factor, so the matching condition has the same root wherever $S$ is invertible. Its determinant is $1-\kappa^2\lambda^2/Z^2$. From $\lambda=ZW/(\gamma+n_r)$ and Sommerfeld's formula, $\lambda=Z/\sqrt{(\gamma+n_r)^2+Z^2/c^2}$. For $n_r=0$ this is $Z/|\kappa|$ and the determinant vanishes, consistent with the missing partner.

Agreement between these two levels is therefore no evidence of a fine enough grid.

## Example: a point nucleus with $Z=49$

Take $Z=49$ and $c=137.036$. The model omits nuclear size, recoil and radiative corrections, so the digits below belong to the model, not to a real ion. For 2s, $\kappa=-1$ and $n_r=1$:

$$\frac Zc=0.35757,\quad \gamma=\sqrt{1-0.35757^2}=0.93389,\quad \frac{Z/c}{1+\gamma}=0.18490,$$

$$E=c^2\big[(1+0.18490^2)^{-1/2}-1\big]\approx-313.0\ \text{hartree}\approx-8517\ \text{eV}.$$

The matching radius is $4/Z=0.0816$ bohr. The grid reaches 6 units of $t$ below it and 2.25 above, ending at 0.7745 bohr, where $\lambda r=19.3$. The outward series has 25 terms and the inward one 12. A bracketing root search finds $E_h$. The integrals in $K$ are evaluated by Gauss–Legendre quadrature with the terminating series.

At the last point $\mu=17.28$. An implicit step solved there would be singular at $h=1/(0.5\times17.28)=0.116$ for $p=2$ and at 0.166 for $p=5$. At this energy these values are conservative bounds for avoiding a singular step, not for accuracy (at $h=1/9$ the $p=2$ level is already wrong by 0.6 hartree): the outermost $p-1$ points are starting values, so the first implicit step is solved further in, where $\mu$ is smaller.

Errors relative to Sommerfeld's energy, in hartree, are:

| $p$ | $h$ | $E_h-E$ | $Kh^p$ | observed order |
|---|---|---|---|---|
| 2 | 1/256 | 7.629e−4 | 7.629e−4 | 2.000 |
| 3 | 1/256 | 5.849e−6 | 5.840e−6 | 3.002 |
| 4 | 1/256 | −1.462e−8 | −1.507e−8 | 3.954 |
| 5 | 1/128 | −1.314e−8 | −1.306e−8 | 5.007 |

The observed order compares the listed step with one twice as large. For $p=4$ the coarser error is −2.266e−7, and $\log_2(22.66/1.462)=3.954$. At $h=1/64$, 1/128 and 1/256 this error is smaller in size than $Kh^4$ by 12%, 6% and 3%. The deficit halves with $h$, as a following $h^5$ term would make it do.

Moving the matching radius outward by $e^{0.5}$ at $h=1/256$ multiplies the third-order error by 0.24 and the fourth-order error by 1.02.

With $p=2$ and $h=1/16$, 2s and 2p$_{1/2}$ are both wrong by 0.195 hartree, yet agree with each other to rounding error. On the same coarse step the relative error of 1s is below $10^{-15}$ for orders 2 to 5.

## Setting the step and the order

**Start from the energy error you can accept.** In the leading-order regime $h\approx(\Delta/|K|)^{1/p}$ for a tolerance $\Delta$. For this 2s level and $\Delta=10^{-6}$ hartree:

- $p=2$, $|K|=50.0$: $h\approx1.4\times10^{-4}$.
- $p=4$, $|K|=64.7$: $h\approx0.011$.
- $p=5$, $|K|=449$: $h\approx0.019$.

The grid spans 8.25 units of $t$, so these steps mean about 58,000, 740 and 440 intervals. The higher order pays here despite its larger $K$.

**Check the outer end.** Keep $hb_0\mu$ well below one at the last grid point. Extending the grid raises $\mu$ roughly in proportion to $r$, so a step that served a short grid may cross the singularity on a longer one. The level itself need not move, but the matching determinant can then acquire poles in $E$, and their sign changes can mislead a bracketing search. For 2s with $p=2$ and $h=1/16$, extending the grid to 3.5 units of $t$ above $r_m$ gives $hb_0\mu=2.04$: the error stays 0.195 hartree, but a second sign change appears within 2% of the level.

**Test with a state that can fail.** In the point-Coulomb problem choose $n>|\kappa|$, such as 2s, and halve $h$ at least twice. Keep the matching radius fixed: for odd orders $K$ depends on it, and for even orders the terms beyond $Kh^p$ may. For an odd order, $K$ is proportional to $G(r_m)$ and can vanish at a particular matching radius; the observed order then exceeds $p$. If that happens, repeat the test with another radius.

**Know what carries over.** For another local potential, replace $Z/r$ by $-V(r)$ in $A$. The matrix stays traceless, so the closed-form step and the expression for $K$ remain valid where the solution is smooth enough. The starting series must be changed to suit the potential. The proofs of the error-free 1s energy and of the preserved degeneracy used the Coulomb form and do not carry over. A jump in the potential or in one of its derivatives limits the derivatives of the solution on which the order rests. At the edge of a uniformly charged nucleus, for example, the potential and its slope are continuous, but the second derivative jumps. The derivation of $K$ assumed smooth solutions, so it does not cover a formula whose points straddle such a radius.

Numerical values quoted here were computed with a short program.
